# What the neutralising background does in a charged periodic supercell

**Q.** I remove one electron from a defect supercell, and the code restores neutrality with a uniform negative "jellium" charge. I read that charge as the missing electron, spread out as a conduction electron would be. The cell then describes an ionised defect plus a dilute electron gas, with the energy and screening of that gas.

**A.** Ask first why the charge is needed. Let the cell have volume $\Omega$ and let the ions and explicit electrons carry net charge $q$. I use SI units and treat the host as a continuum of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$, with $K=e^2/4\pi\varepsilon$. The potential $\phi$ is required to be periodic (tin-foil boundary conditions), which excludes a uniform field from the cell dipole. Integrate $\nabla^2\phi=-\rho/\varepsilon$ over the cell. The left side is the flux of $\nabla\phi$ through the boundary, and it vanishes because opposite faces have equal gradients and opposite normals. So the cell must be neutral, and we add $\rho_b=-q/\Omega$.

Write $\rho=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Poisson's equation gives $\phi_{\mathbf G}=\rho_{\mathbf G}/\varepsilon G^2$ for $\mathbf G\ne0$ and leaves $\phi_0$ free. Orthogonality of plane waves gives
$$E_{es}=\tfrac12\int_\Omega\rho\phi\,d^3r=\frac\Omega2\rho_0\phi_0+\frac{\Omega}{2\varepsilon}\sum_{\mathbf G\ne0}\frac{|\rho_{\mathbf G}|^2}{G^2}.$$
The first term is zero because the total $\rho_0$ is zero. A constant has no $\mathbf G\neq0$ component, so $\rho_b$ is absent from the sum. Adding the background is the same operation as deleting $\mathbf G=0$.

**Q.** The deleted term is infinite. Could a finite remainder hide in it?

**A.** Regulate it. The kernel $e^{-\kappa r}/4\pi\varepsilon r$ solves $(-\nabla^2+\kappa^2)\phi=\delta/\varepsilon$, so $1/G^2$ becomes $1/(G^2+\kappa^2)$. With $\rho_{c,0}=q/\Omega$ for the explicit charges, the $\mathbf G=0$ term is
$$\frac{\Omega}{2\varepsilon\kappa^2}(\rho_{c,0}+\rho_b)^2=\frac{q^2}{\varepsilon\kappa^2\Omega}\left(\tfrac12-1+\tfrac12\right)=0 .$$
The charge–charge, charge–background and background–background pieces cancel at every $\kappa$, so nothing survives as $\kappa\to0$. This holds for charges that interact through the Coulomb kernel. A local pseudopotential also has a short-range part, its difference from the ion's Coulomb potential, and the cell average of that part is finite. How it enters depends on a convention. Take one ion per cell, a Gaussian charge $Ze$ of standard deviation $s$, and $N$ electrons. An electron sees the short-range part $KZ\,\mathrm{erfc}(r/\sqrt2s)/r$, whose volume integral is $a=2\pi KZs^2$. If the ion counts as a point charge and this part acts on electrons only, the energy contains a separate term $Na/\Omega$, with nothing from the background. If the smooth ion is itself put into $\rho$ and $\mathbf G=0$ is dropped, the corresponding term is $Za/\Omega$; the difference $(Z-N)a/\Omega$ is the background's interaction with the short-range part. The two agree in a neutral cell and differ in a charged one.

**Q.** Then the background does nothing at all?

**A.** It has electrostatic consequences. Take one point charge $+e$ per cubic cell of edge $L$, so $\rho_{\mathbf G}=e/\Omega$ and $\phi=(e/4\pi\varepsilon)\psi$ with
$$\psi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$
Since $\Omega^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$, removing the $\mathbf G=0$ term gives $\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/\Omega$. Near the origin $\psi-1/r$ is therefore smooth with Laplacian $4\pi/\Omega$. Inversion symmetry forbids a linear term, cubic symmetry makes the quadratic term $cr^2$, and $\nabla^2 r^2=6$ fixes $c$:
$$\psi=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+O(r^4),$$
which defines $\alpha$. A bound electron, with energy $-K\psi$, feels the quadratic term. Which piece produces it depends on how the divergent sums are regulated. With the bare kernel the images have zero Laplacian near the origin and the background supplies the $4\pi/\Omega$. With the regulated kernel the background gives only a constant, while the image sum $S(\mathbf r)=\sum_{\mathbf R\ne0}e^{-\kappa|\mathbf r+\mathbf R|}/|\mathbf r+\mathbf R|$ obeys $\nabla^2S=\kappa^2S$. Its $r^2$ coefficient is therefore $\kappa^2S(0)/6$, which tends to $2\pi/3\Omega$ as $\kappa\to0$ because $S(0)$ grows as $4\pi/\kappa^2\Omega$. The term belongs to the neutral periodic array as a whole. The energy, less the $1/r$ self-term, is $E_M=-\alpha K/2L$.

To evaluate $\alpha$, split $1/G^2=e^{-G^2/4\eta^2}/G^2+(1-e^{-G^2/4\eta^2})/G^2$. The function $\mathrm{erf}(\eta r)/r$ is the potential of a unit Gaussian of transform $e^{-k^2/4\eta^2}$, so $\mathrm{erfc}(\eta r)/r$ has transform $4\pi(1-e^{-k^2/4\eta^2})/k^2$, which tends to $\pi/\eta^2$ at $k=0$. The second part summed over all $\mathbf G$ is a lattice sum of $\mathrm{erfc}$ terms, and its $\mathbf G=0$ member must be subtracted:
$$\psi=\sum_{\mathbf R}\frac{\mathrm{erfc}(\eta|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\eta^2\Omega}.$$
With $\mathrm{erfc}(\eta r)/r\to1/r-2\eta/\sqrt\pi$ for $\mathbf R=0$, the sums give $\alpha=2.83730$. The last term is the background's potential through the short-range $\mathrm{erfc}$ part of the kernel; the rest of its action is the missing $\mathbf G=0$ member of the second sum. Omitting it lowers $\alpha$ by $\pi/(\eta L)^2$, to $2.05190$ at $\eta L=2$ and $2.48823$ at $\eta L=3$, so the result would depend on an arbitrary parameter.

Take round model parameters: $L=1$ nm, $\varepsilon_r=5$, hence $K=0.287993$ eV nm. Then
$$E_M=-\tfrac12(2.83730)(0.287993)\ \text{eV}=-0.40856\ \text{eV}=-6.546\times10^{-20}\ \text{J}.$$

The same number follows with the background kept explicit. The regulated lattice sum equals $(4\pi/\Omega)\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}/(G^2+\kappa^2)$. Use $1/(G^2+\kappa^2)=1/G^2-\kappa^2/G^2(G^2+\kappa^2)$ for $\mathbf G\ne0$ and $e^{-\kappa r}/r\to1/r-\kappa$ for $\mathbf R=0$:
$$\sum_{\mathbf R\ne0}\frac{e^{-\kappa R}}{R}-\frac{4\pi}{\kappa^2\Omega}-\kappa=-\frac\alpha L-\frac{4\pi\kappa^2}{\Omega}\sum_{\mathbf G\ne0}\frac1{G^2(G^2+\kappa^2)} .$$
At $\kappa=1$ nm$^{-1}$, direct summation gives $\tfrac K2\sum_{\mathbf R\ne0}e^{-\kappa R}/R=1.52600$ eV. The background pieces are $-4\pi K/\kappa^2\Omega=-3.61903$ eV and half its negative, $+1.80951$ eV. The total is $-0.28352$ eV, and subtracting $K\kappa/2$ leaves $-0.42751$ eV. This lies below $E_M$, as the negative $\kappa^2$ term requires. Polynomial extrapolation in $\kappa^2$ to zero returns $\alpha=2.83730$.

**Q.** A uniform electron gas would give that electrostatics too. Why deny the background the rest of the energy?

**A.** Because the functional has no place for it. With electron density $n$,
$$E=T_s[n]+E_{xc}[n]+E_{es}[\rho_{ion}-en+\rho_b],$$
where $T_s$ is built from occupied orbitals and $n$ is their summed modulus squared. The background has no orbital. At finite $\kappa$ we can vary it freely: let $\rho_b=-en_b$, with $n_b$ exceeding its neutral value by $\Delta$. The extra potential is $\phi_0=-e\Delta/\varepsilon\kappa^2$, so an electron's energy rises by the constant $e^2\Delta/\varepsilon\kappa^2=4\pi K\Delta/\kappa^2$. A constant added to the Kohn–Sham Hamiltonian leaves the orbitals unchanged and shifts all eigenvalues and the chemical potential $\mu$ equally. So $n$, $T_s$ and $E_{xc}$ are independent of $n_b$, and $E$ changes only by the $\mathbf G=0$ term, $\Omega e^2\Delta^2/2\varepsilon\kappa^2=2\pi K\Omega\Delta^2/\kappa^2$.

**Q.** What would a real carrier contribute?

**A.** Put one carrier in each cell, $n_0=1/\Omega$, as a spin-unpolarised gas at zero temperature with parabolic mass $m^*=0.5\,m_e$ and converged $k$ sampling. Write $\epsilon_k=hk^2$ with $h=\hbar^2/2m^*=0.0761996$ eV nm². Counting states, $n_0=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/3\pi^2$, so $k_F=3.09367$ nm$^{-1}$ and $E_F=hk_F^2=0.72929$ eV. The mean kinetic energy is
$$t=h\frac{\int_0^{k_F}k^4dk}{\int_0^{k_F}k^2dk}=\tfrac35E_F=0.43757\ \text{eV}=7.011\times10^{-20}\ \text{J}.$$
Exchange couples equal spins, giving a factor 2 for spin and $\frac12$ for pairs:
$$\frac{E_x}{\Omega}=-\iint_{k,k'<k_F}\frac{d^3k\,d^3k'}{(2\pi)^6}\frac{4\pi K}{|\mathbf k-\mathbf k'|^2}.$$
The relative angle gives $2\pi\int_{-1}^1du/(k^2+k'^2-2kk'u)=(2\pi/kk')\ln|(k+k')/(k-k')|$, and the remaining angle $4\pi$. With $k=k_Fx$, $k'=k_Fy$, the prefactor is $32\pi^3/64\pi^6$, so $E_x/\Omega=-(Kk_F^4/2\pi^3)I$ with $I=\iint_0^1xy\ln|\frac{x+y}{x-y}|\,dx\,dy$. Use the symmetry in $x,y$, put $y=xs$, and expand $\ln\frac{1+s}{1-s}=2\sum_js^{2j+1}/(2j+1)$:
$$I=2\int_0^1\!x^3dx\sum_{j\ge0}\frac{2}{(2j+1)(2j+3)}=\frac12\sum_{j\ge0}\left(\frac1{2j+1}-\frac1{2j+3}\right)=\frac12 .$$
Dividing by $n_0$,
$$\epsilon_x=-\frac{3Kk_F}{4\pi}=-\frac{3(0.287993)(3.09367)}{4\pi}\ \text{eV}=-0.21270\ \text{eV}.$$
The model is the vacuum gas with $m_e\to m^*$ and $e^2\to e^2/\varepsilon_r$, so its natural units are $a^*=a_0\varepsilon_rm_e/m^*=0.529177$ nm and $\mathrm{Ha}^*=\mathrm{Ha}\,m^*/m_e\varepsilon_r^2=0.544228$ eV. The radius $(3/4\pi n_0)^{1/3}$ is $r_s=1.1723\,a^*$, where the PW92 parametrisation gives $\epsilon_c=-0.03056$ eV. Thus $\epsilon_{xc}=-0.243$ eV $=-3.90\times10^{-20}$ J and $t+\epsilon_{xc}=0.194$ eV per cell, against zero for the background. As $n_0\to0$ all these terms vanish, $t$ as $L^{-2}$ and $\epsilon_x$ as $L^{-1}$, the same order as $E_M$.

**Q.** And screening?

**A.** Screening needs a density that responds. Apply $V_1\cos Gx$ to the carriers. It equals $\frac{V_1}{2}(e^{iGx}+e^{-iGx})$, so to first order
$$\psi_{\mathbf k}\propto e^{i\mathbf k\cdot\mathbf r}\left[1+\frac{V_1}{2}\left(\frac{e^{iGx}}{\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf G}}+\frac{e^{-iGx}}{\epsilon_{\mathbf k}-\epsilon_{\mathbf k-\mathbf G}}\right)\right],$$
and $|\psi_{\mathbf k}|^2$ changes by $V_1\cos Gx$ times the sum of the two reciprocal denominators. Sum over occupied states. Spin gives a factor 2, and $\mathbf k\to-\mathbf k$ makes the two terms equal. With $\epsilon_{\mathbf k+\mathbf G}-\epsilon_{\mathbf k}=hG(G+2k_x)$ and transverse discs of area $\pi(k_F^2-k_x^2)$, the ratio $\chi_0=\delta n/V_1$ is
$$\chi_0=-\frac{4\pi}{(2\pi)^3hG}\int_{-k_F}^{k_F}\frac{k_F^2-k_x^2}{G+2k_x}dk_x=-\frac{k_F}{8\pi^2hz}\int_{-1}^1\frac{1-s^2}{z+s}ds,$$
where $k_x=k_Fs$ and $z=G/2k_F$. For $z<1$ the integral is a principal value, since mixing between two occupied states cancels. Writing $1-s^2=(1-z^2)+(z-s)(z+s)$ gives $(1-z^2)\ln|\frac{1+z}{1-z}|+2z$, and $k_F/2\pi^2h=3n_0/2E_F$, so
$$\chi_0=-\frac{3n_0}{2E_F}\left[\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right|\right],$$
the Lindhard function. In Kohn–Sham LDA the induced density adds $(v+f_{xc})\delta n$ to the potential, with $v=4\pi K/G^2$ and $f_{xc}=d^2(n\epsilon_{xc})/dn^2$. Solving $\delta n=\chi_0[V_1+(v+f_{xc})\delta n]$ gives $\delta n=\chi V_1$ with $\chi=\chi_0/[1-(v+f_{xc})\chi_0]$. The electrostatic amplitude is $V_1+v\,\delta n$, so the screening beyond $\varepsilon_r$, seen by a test charge, is $1/\epsilon(G)=1+v\chi$.

Here $3n_0/2E_F=2.05679$ eV$^{-1}$nm$^{-3}$ and $f_{xc}=-0.09884$ eV nm³. At $G=2\pi/L$: $z=1.01549$, $v=0.09167$ eV nm³, $\chi_0=-0.95143$ eV$^{-1}$nm$^{-3}$, and
$$\frac1\epsilon=1-\frac{(0.09167)(0.95143)}{1+(0.09167-0.09884)(0.95143)}=0.912 .$$
At $G=2\pi/4L$, a wave extending over four cells: $z=0.25387$, $v=1.46674$, $\chi_0=-2.01202$ in the same units, and
$$\frac1\epsilon=1-\frac{(1.46674)(2.01202)}{1+(1.46674-0.09884)(2.01202)}=0.2135 .$$
Over a common denominator $1/\epsilon=(1-f_{xc}\chi_0)/[1-(v+f_{xc})\chi_0]$, which vanishes as $G^2$ when $G\to0$: the gas screens like a metal. The sign of the $G^2$ coefficient is that of $1-f_{xc}\chi_0(0)$, which is $0.797$ here but $-0.128$ at $L=5$ nm ($r_s\approx5.9\,a^*$), so for a more dilute gas the LDA $1/\epsilon$ approaches zero from below. This is linear response within LDA.

The background is held fixed, so $\delta n_b=0$ and $1/\epsilon=1$ at every $G$. For two point charges, $\rho_{\mathbf G}=(q_1+q_2e^{-i\mathbf G\cdot\mathbf d})/\Omega$, and the cross term $2q_1q_2\cos(\mathbf G\cdot\mathbf d)/\Omega^2$ of $|\rho_{\mathbf G}|^2$ gives the energy $q_1q_2\psi(\mathbf d)/4\pi\varepsilon$, with the bare kernel, whether or not $q_1+q_2$ vanishes.

**Q.** Those are uniform-gas formulas. Does the distinction persist in a self-consistent, inhomogeneous cell?

**A.** Take positive Gaussian sheets normal to $x$, period $L$, standard deviation $0.15$ nm, mean density $2$ nm$^{-3}$. Motion along $x$ is diagonalised in plane waves on a dense $k_x$ grid and iterated to self-consistency in the LDA above. Transverse motion is free: a level $\epsilon$ fills a disc with $hk_\perp^2<\mu-\epsilon$, holding $2\pi k_\perp^2/(2\pi)^2=m^*(\mu-\epsilon)/\pi\hbar^2$ electrons per area. Energies are per cell, in eV.

| Cell | $T_s$ | $E_{xc}$ | $E_{es}$ |
|---|---|---|---|
| $N=1$, $\mathbf G=0$ dropped | 0.4508 | −0.2445 | 0.1282 |
| $N=1$, explicit background | 0.4508 | −0.2445 | 0.1282 |
| $N=2$, no background | 1.4130 | −0.6057 | 0.1073 |

The second row uses a real-space convolution with the regulated sheet kernel $e^{-\kappa|x|}/2\varepsilon\kappa$, which solves the one-dimensional form of the regulated equation, at $\kappa=0.01$ nm$^{-1}$. Replacing the background by a real electron adds $0.962$ eV to $T_s$ and $-0.361$ eV to $E_{xc}$, and raises the density amplitude at $2\pi/L$ from $0.224$ to $0.427$ nm$^{-3}$. The kinetic increase exceeds $t$ because the new electron lies above an existing Fermi sea: a uniform gas has $T\propto N^{5/3}$, giving $(2^{5/3}-1)(0.43757)\approx0.95$ eV.

With $\kappa=1$ nm$^{-1}$ and $n_b=0,1,2$ nm$^{-3}$, one finds $T_s=0.4502$ eV and $E_{xc}=-0.2445$ eV in all three cases, while $\mu=-3.2269,\ 0.3922,\ 4.0112$ eV steps by $4\pi Kn_0/\kappa^2=3.6190$ eV. The energies $2.1409,\ 0.3313,\ 2.1409$ eV differ by $2\pi K\Omega n_0^2/\kappa^2=1.8095$ eV. Here $T_s$ differs slightly from the table because the kernel itself is changed by $G^2/(G^2+\kappa^2)$.

**Q.** Changing $N$ changes the background too. Doesn't that add to $dE/dN$?

**A.** With $\mathbf G=0$ dropped, $E_{es}$ contains only $n_{\mathbf G\ne0}$, so $\delta E_{es}=-e\int\phi\,\delta n$ with $\phi$ of zero mean, and the uniform $\delta\rho_b$ contributes $\delta\rho_b\int\phi=0$. Stationarity, $\delta T_s/\delta n+v_{xc}-e\phi=\mu$, then gives $\delta E=\mu\,\delta N$. For the $N=1$ cell, a central difference of $E$ and the solver's $\mu$ both give $0.39136$ eV. That $\mu$ is measured from the cell-averaged electrostatic potential, which is a convention, so comparing cells requires aligning that reference.

**Q.** Is my picture ever right?

**A.** Electrostatically, a carrier whose density is exactly uniform equals the background. With $\Gamma$-only sampling the likeness goes further: a carrier in the $\mathbf k=0$ plane wave has zero kinetic energy. It still has an unpolarised LDA energy $\epsilon_{xc}(n_0)=-0.243$ eV. It also responds: at $\mathbf k=0$ both denominators above are $-hG^2$, so $\chi_0=-2n_0/hG^2=-0.665$ eV$^{-1}$nm$^{-3}$ at $G=2\pi/L$.

Two limits bound my own claim. It concerns a rigid uniform charge; a compensating charge that is shaped in space has $\mathbf G\neq0$ components, and one allowed to move, such as electrolyte ions, does screen. And rigidity can make the background harmful. For a charged sheet $\sigma$ of area $A$ and period $c$, $\rho_G=\sigma/c$ at $G=2\pi m/c$, and $\sum_{m\ge1}m^{-2}=\pi^2/6$ gives
$$E_{es}=\frac{Ac}{2\varepsilon}\frac{\sigma^2}{c^2}\cdot2\cdot\frac{c^2}{4\pi^2}\cdot\frac{\pi^2}{6}=\frac{A\sigma^2c}{24\varepsilon},$$
which grows without limit as the period increases, because the counter-charge is held spread through the gap and cannot gather at the sheet.

All numerical values are calculated from the stated model.
